Why Ga–C and Al–C Bonds in the Monomeric Trimethyls Nearly Match

If the ten 3d electrons of gallium cancelled the charge of ten protons perfectly, and no d orbitals were left free for bonding, the metal–carbon bond in its trimethyl would be about 2.37 Å long. The bond in Al(CH3)3 is 1.98 Å at the same level of calculation, so counting shells and assuming perfect screening predicts a difference of 0.39 Å. With the real 3d shell in place, the calculated Ga–C bond is 2.00 Å and the difference falls to 0.02 Å. The error comes from treating the 3d shell as if it were collapsed onto the nucleus.

**Two changes, taken separately**

Aluminium has a closed core of ten electrons and three valence electrons, 3s² 3p¹. Gallium also has three valence electrons, 4s² 4p¹, but its core contains the further shells 3s² 3p⁶ and 3d¹⁰. To separate their effects, introduce a fictitious atom X. Take gallium and collapse its ten 3d electrons onto the nucleus. The nuclear charge becomes 31 − 10 = 21, the core is that of argon, and there are no d orbitals. X is gallium with perfect 3d screening. It is not scandium, which has the same nuclear charge but can use its 3d orbitals. The absence of d orbitals is part of the definition of X, chosen because the 3d shell of gallium is full and unavailable for bonding; it does not follow from the collapse itself. With d functions allowed the atom is scandium, and the Hartree–Fock bond in its trimethyl is about 2.24 Å instead of 2.37 Å.

The path from aluminium to gallium now has two steps.

- Al → X adds eight protons and the eight electrons 3s² 3p⁶.
- X → Ga adds ten protons and the ten electrons 3d¹⁰.

Each step adds a neutral set of charges, and the M³⁺ core has net charge +3 in all three cases. The steps differ in what orthogonality demands. The valence s and p orbitals must be orthogonal to the new 3s and 3p orbitals, which have the same angular forms, so each acquires one more radial node. Against 3d they are orthogonal already, through their angular parts. The 3d shell therefore brings its protons without forcing another node on the valence orbitals.

**The charge that 3d leaves unscreened**

Atomic units are used in the algebra: charge in units of e, length in bohr, energy in hartree. Let P(r) be the radial 3d function, with ∫₀^∞ P² dr = 1. A filled shell is spherical, so Gauss's law applies. Inside radius r lie ten added protons and 10 ∫₀^r P² ds added electrons. The net added charge is

q(r) = 10 − 10 ∫₀^r P² ds = 10 ∫_r^∞ P² ds.

It is positive wherever some 3d charge lies farther out. For the 3d shell of Ga³⁺, q is 8.7 at 0.2 Å, 2.7 at 0.5 Å and 0.17 at 1.0 Å. An electron well outside the shell feels almost none of the ten protons, whereas one that penetrates it feels many of them.

The potential energy w(r) of a valence electron follows by adding two terms. The protons contribute −10/r. The 3d charge inside r repels as if it were at the centre, and a shell of charge at s > r gives the constant potential 1/s inside itself:

w(r) = −10/r + 10 [ (1/r) ∫₀^r P² ds + ∫_r^∞ (P²/s) ds ].

Replace ∫₀^r P² ds by 1 − ∫_r^∞ P² ds. The terms ±10/r cancel, leaving

w(r) = −10 ∫_r^∞ (1/r − 1/s) P(s)² ds.

Since s > r throughout the integral, w is negative: the added neutral set attracts. In the derivative, the moving lower limit contributes nothing because 1/r − 1/s vanishes at s = r. What remains is

dw/dr = (10/r²) ∫_r^∞ P² ds = q(r)/r² > 0.

So w rises outward, and the force on the electron points inward.

Two limits show what matters. If the 3d shell shrinks to a point, w vanishes at every r > 0 and X is recovered. If the shell lies far outside the valence electron, q = 10 and w = −10/r plus a constant, so nothing is screened. Real gallium is near the first limit, but not at it.

**How much the valence electron feels**

With the core orbitals held fixed, the first-order energy shift is the average of w over the unperturbed valence orbital, <w>. It can be expressed as an effective unscreened charge δ, defined by

<w> = −δ <1/r>.

The probe here is a single valence electron outside the closed M³⁺ core, treated in the Hartree–Fock approximation with the core held as it is in the ion. With the orbitals of X and the 3d density of Ga³⁺:

- 4s: <w> = −10.0 eV and δ = 0.87
- 4p: <w> = −6.5 eV and δ = 0.67

For 4s, the ten 3d electrons thus screen 10 − 0.87 = 9.13 of the ten protons in this average. "Incomplete" means a deficit of about 9 per cent. It is still important because it is 0.87 of a charge added to a core whose net charge is only 3.

The penetration is small as a probability. The sphere of radius 0.69 Å that holds 90 per cent of the 3d charge contains only 4.9 per cent of the 4s electron and 4.2 per cent of the 4p electron. These small fractions count heavily because w becomes deep, approaching −10/r plus a constant, near the nucleus.

This fixed-core, first-order value overestimates the shift. When w is added to X and the ion is solved again, the 4s level moves from −20.82 to −27.99 eV, a change of −7.2 eV instead of −10.0 eV. The reduction comes from the response of the core: w also pulls the argon core inward, and the contracted core repels the valence electron more strongly. Mixing of 4s with the other s levels does not explain it. With the core held fixed, the lower levels push 4s upward in second order, but the higher levels push it downward by more. Each of these two contributions is larger than <w> itself, so δ is a measure of how much unscreened charge the unperturbed orbital meets, not the start of a rapidly converging estimate of the level shift.

**Why extra attraction shortens the orbital**

A lower energy does not by itself prove a smaller radius. For a nodeless radial ground state the link can be derived. Let u(r) be that state, normalized, with

−½ u″ + V u = E u,

where V includes any centrifugal term. Add λw and write the first-order change of u as λ f u. The terms of first order in λ give

−½ (f u)″ + (V − E) f u = (<w> − w) u.

Expand (f u)″ = f″u + 2f′u′ + f u″. The terms proportional to f cancel by the equation for u. Multiplying the rest by −2u gives

u² f″ + 2u u′ f′ = (u² f′)′ = 2 (w − <w>) u².

Integrate from 0, where u vanishes:

u² f′ = 2g, with g(r) = ∫₀^r (w − <w>) u² ds.

Because w rises outward, the integrand of g is first negative and then positive. Its total integral is zero by the definition of <w>. Hence g ≤ 0 everywhere, f falls outward, and density moves inward.

For the mean radius, the density changes by 2λ f u², and normalization requires ∫ f u² dr = 0. We may therefore subtract <r> freely:

d<r>/dλ = 2 ∫ (r − <r>) f u² dr.

Define m(r) = ∫₀^r (s − <r>) u² ds, which is zero at both ends and, by the same argument as for g, never positive. Integration by parts gives

d<r>/dλ = −2 ∫ m f′ dr = −4 ∫ (g m/u²) dr < 0.

As a test, take V = −3/r + 10 exp(−2r)/r, whose second term imitates repulsion by a core, and the w of gallium. The state lies at −28.9 eV with <r> = 1.10 Å. The formula gives d<r>/dλ = −0.210 Å at λ = 0, and direct solution with small positive and negative λ gives the same value.

The proof needs a nodeless state, since f = (change of u)/u diverges at a node. The real 4s and 4p orbitals have inner nodes, so for them the result is a guide and the contraction has to be computed.

**Weighing the contributions in the ions**

The mean radii of the valence s and p orbitals in the one-electron probe are:

- Al: 1.186 and 1.375 Å
- X: 1.610 and 1.867 Å
- X with w added: 1.197 and 1.438 Å
- Ga: 1.158 and 1.387 Å

For the s orbital, the budget is

extra 3s² 3p⁶ shells: 1.610 − 1.186 = +0.424 Å
incomplete screening, w: 1.197 − 1.610 = −0.413 Å
exchange with 3d: 1.158 − 1.197 = −0.039 Å
sum: −0.028 Å

For the p orbital, the same three entries are +0.492, −0.429 and −0.051 Å, with sum +0.012 Å.

The last entry can be named because the "X with w" ion contains the full electrostatic field of the gallium 3d shell. What it lacks is exchange between 3d and the other electrons, including the effect of that exchange on the core. Electrostatic incomplete screening alone accounts for about 91 per cent of the X → Ga contraction of 4s and 89 per cent of that of 4p. The split depends somewhat on the order of the steps: if exchange is added first and w last, the shares of w are 96 and 93 per cent.

The energies tell the same story. The s level is at −28.0 eV in Al, −20.8 eV in X and −29.1 eV in Ga; the p level is at −21.5, −16.5 and −21.6 eV. The filled 3d shell restores both size and binding to nearly the aluminium values. It lowers s more than p, so the s–p separation is 7.5 eV in Ga against 4.3 eV in X.

**Weighing the contributions in the bonds**

Now consider planar, monomeric M(CH3)3. The three M–C bonds are stretched together while the methyl groups stay rigid, with C–H = 1.09 Å and M–C–H = 111.5° for every metal. The basis is def2-SVP on Al and Ga, 6-31G* on carbon and 6-31G on hydrogen; X has a set of s and p functions only. Hartree–Fock gives

Al–C = 1.984 Å, X–C = 2.373 Å, Ga–C = 2.002 Å.

The budget of the bond is therefore

extra 3s² 3p⁶ shells: +0.39 Å
filled 3d shell: −0.37 Å
net: +0.02 Å

The 3d shell removes about 95 per cent of the lengthening. Nothing in the derivation fixes this percentage. The sign of each step has a physical reason, but the closeness of their sizes is a numerical near-cancellation for this pair of elements.

The bond calculation switches on everything the 3d shell does at once. Besides the electrostatic attraction, this includes exchange with 3d and the Pauli repulsion between the 3d shell and the electrons of the methyl groups. The parts were separated only in the ions, where the electrostatic part dominates the contraction. The ions make incomplete screening the likely main cause of the shorter bond, but its share in the bond was not calculated.

**Is the small difference secure?**

The different basis of X could have distorted the budget. Repeating Al(CH3)3 with the same kind of s,p basis on aluminium gives 1.989 Å, a change of 0.005 Å. This comparison changes the s,p set and removes the d functions at once; removing only the d and f functions from a triple-zeta aluminium basis lengthens Al–C by 0.017 Å. Either figure is small beside 0.39 Å, but each step of the budget carries an uncertainty of about 0.02 Å from this source.

Correlation of the valence electrons, added by second-order perturbation theory (MP2) with the 3d shell frozen, gives 1.977 Å for Al–C and 2.002 Å for Ga–C. The steps remain +0.39 and −0.37 Å, and the net difference becomes 0.025 Å. Scalar relativity, estimated to first order, shortens Ga–C by 0.006 Å; treated self-consistently in a larger basis it shortens the bond by about 0.011 Å.

These corrections are not negligible beside a difference of 0.02 Å. The calculation supports the statement that the difference is small, not a precise value for it. A larger basis, def2-TZVP on the metal and 6-311G* on carbon, shortens the Hartree–Fock Ga–C bond by about 0.003 Å but Al–C by about 0.012 Å, so the difference rises to about 0.027 Å in Hartree–Fock and 0.035 Å in MP2; X–C was not tested in this way. In the same basis, letting the 3d electrons be correlated in MP2 shortens Ga–C by about 0.026 Å and brings the difference down to about 0.01 Å, with the aluminium core still frozen. The bond lengths are therefore good to about 0.01–0.03 Å, and the difference is known only to be a few hundredths of an ångström at most. Relaxation of the methyl groups and vibrational averaging are left out.

**The real precursors**

Both compounds are used as vapour sources for growing semiconductor layers. The calculated monomer bonds, 0.198 nm for Al–C and 0.200 nm for Ga–C, agree with the rough measured size of 0.20 nm for both. One assumption that can fail in practice is that the molecule is a monomer. Trimethylaluminium readily forms dimers, in which two methyl groups bridge the metals, and the bridging Al–C bonds are roughly 0.21 nm long. That lengthening, between 0.01 and 0.02 nm, is several times the Al–Ga difference discussed here. A comparison of the two metals must therefore use monomers, or at least bonds of the same kind. The numerical output below gives the individual values.

Values computed for the example and the checks

```
One valence electron outside the M3+ core (Hartree-Fock)
Al   mean radius s, p: 1.186, 1.375 angstrom
Al   energy s, p: -28.02, -21.51 eV
X    mean radius s, p: 1.610, 1.867 angstrom
X    energy s, p: -20.82, -16.52 eV
X+w  mean radius s, p: 1.197, 1.438 angstrom
X+w  energy s, p: -27.99, -20.87 eV
Ga   mean radius s, p: 1.158, 1.387 angstrom
Ga   energy s, p: -29.10, -21.60 eV
Ga3+ 3d mean radius: 0.410 angstrom
radius holding 90% of 3d charge: 0.691 angstrom
X 4s probability inside that radius: 4.86 %
X 4s first-order shift <w>: -10.00 eV
X 4s unscreened charge delta: 0.874 e of 10 e
4s contraction share from w alone: 91.5 %
X 4p probability inside that radius: 4.15 %
X 4p first-order shift <w>: -6.53 eV
X 4p unscreened charge delta: 0.670 e of 10 e
4p contraction share from w alone: 89.4 %
net added charge q at 0.2 angstrom: 8.742 e
net added charge q at 0.5 angstrom: 2.701 e
net added charge q at 1.0 angstrom: 0.169 e
Nodeless model: V = -3/r + 10 exp(-2r)/r (atomic units)
model energy: -28.87 eV
model mean radius: 1.100 angstrom
model d<r>/dlambda, formula: -0.2101 angstrom
model d<r>/dlambda, direct: -0.2101 angstrom
Trimethyls: C-H 1.09 angstrom, M-C-H 111.5 degrees
HF Al-C: 1.984 angstrom
HF Ga-C: 2.002 angstrom
HF X-C: 2.373 angstrom
HF Al-C in the basis type of X: 1.989 angstrom
HF Ga-C minus Al-C: +0.018 angstrom
HF extra shell, X minus Al: +0.389 angstrom
HF same, Al in X basis: +0.384 angstrom
HF filled 3d, Ga minus X: -0.372 angstrom
MP2 Al-C: 1.977 angstrom
MP2 Ga-C: 2.002 angstrom
MP2 X-C: 2.370 angstrom
MP2 Al-C in the basis type of X: 1.981 angstrom
MP2 Ga-C minus Al-C: +0.025 angstrom
MP2 extra shell, X minus Al: +0.393 angstrom
MP2 same, Al in X basis: +0.389 angstrom
MP2 filled 3d, Ga minus X: -0.368 angstrom
relativistic change of Ga-C: -0.0061 angstrom
```
